# Valley Interference in the Exchange of Two Silicon Donors

## Problem

Two shallow donors occupy sites A and B of a silicon crystal, with A at the origin and B at $\mathbf R$. Silicon has six conduction valleys at $\mathbf k_\mu=\pm k_0\mathbf e_j$, $j=x,y,z$, with $k_0=0.85\,(2\pi/a_{\rm Si})$. The donor ground state, of symmetry A1, contains all six with equal weight:

$$\psi_A(\mathbf r)=\frac1{\sqrt6}\sum_\mu F_\mu(\mathbf r)\,\phi_\mu(\mathbf r),\qquad \phi_\mu=e^{i\mathbf k_\mu\cdot\mathbf r}u_\mu(\mathbf r).$$

The phases of the Bloch functions $\phi_\mu$ are chosen so that $\psi_A$ is invariant under the tetrahedral group of its site. Both valleys on axis $j$ have the envelope

$$F_j=\frac{e^{-\rho_j(\mathbf r)}}{\sqrt{\pi a^2b}},\qquad \rho_j^2(\mathbf r)=\frac{r_j^2}{b^2}+\frac{r^2-r_j^2}{a^2},$$

with radius $b$ along the heavy-mass axis $j$ and $a>b$ across it.

Take the rough values $a_{\rm Si}=0.543$ nm, $\varepsilon_r=11.7$, $m_t=0.19\,m_e$ and $m_l=0.92\,m_e$, and write $W_0=e^2/(4\pi\varepsilon_0\varepsilon_r)=123.07$ meV nm.

1. Find $a$ and $b$ variationally.
2. Find the overlap $S=\langle\psi_A|\psi_B\rangle$.
3. Find the Heitler-London exchange $J=E_{\rm triplet}-E_{\rm singlet}$. Each $\psi$ is taken as an eigenstate of its own donor, and the other donor acts on it through its Coulomb potential.
4. How does $J$ vary from site to site along [100], along [110], and when a donor at $(18,0,0)\,a_{\rm Si}$ is displaced by one small lattice step?

## First estimate by scaling

**Radii.** Since $\partial_xF=-(x/w_x^2\rho)F$, where $w_x$ is the radius along $x$, the scaled coordinate $X=x/w_x$ gives $\langle|\partial_xF|^2\rangle=\langle X^2/\rho^2\rangle/w_x^2=1/(3w_x^2)$. For the potential, let $\mu$ be the cosine of the angle to the valley axis in scaled space. Then $r=\rho\sqrt{a^2(1-\mu^2)+b^2\mu^2}$, while $\langle1/\rho\rangle=\int_0^\infty4\rho\,e^{-2\rho}d\rho=1$. The integral over $\mu$ from 0 to 1 gives

$$E=\frac{\hbar^2}{2}\left[\frac{2}{3m_ta^2}+\frac1{3m_lb^2}\right]-W_0\,\frac{\arcsin\sqrt{1-b^2/a^2}}{\sqrt{a^2-b^2}}.$$

The minimum is at $a=2.436$ nm and $b=1.397$ nm, with $E=-29.6$ meV.

**Phases.** Moving a donor by $\mathbf R$ should shift the phase of valley $\mu$ by $\mathbf k_\mu\cdot\mathbf R$. The two valleys on one axis then combine to a cosine,

$$v_j=\cos(k_0R_j).$$

Keep just the exponential decay of each envelope overlap, $s_j\sim e^{-\rho_j(\mathbf R)}$, so that $S\sim\frac13\sum_jv_je^{-\rho_j}$. For the energy take $J\sim(W_0/a)S^2$. Let $J_0$ be the exchange at the same $\mathbf R$ with all $v_j$ set to 1.

**Along [100].** Here $v=(\cos k_0R,1,1)$. The $x$ valleys decay with $b$, the others with $a$. At 17 lattice constants, $R=9.231$ nm, the relative weight of the $x$ valleys is

$$e^{-R(1/b-1/a)}=e^{-2.82}=0.060,$$

and $\cos k_0R=-0.951$. Thus $J/J_0\sim[(2-0.057)/2.060]^2=0.89$.

**Along [110].** For the site $(13.5,13.5,0)\,a_{\rm Si}$, $R=10.367$ nm, we have $v=(c,c,1)$ with $c=-0.988$. The $x$ and $y$ valleys have $\rho=R\sqrt{(a^{-2}+b^{-2})/2}=6.05$, the $z$ valleys $\rho=4.26$. The relative weight is $2e^{-1.79}=0.33$, and $J/J_0\sim[(1-0.33)/1.33]^2=0.25$.

**Small steps from $(18,0,0)$.** The $y$ and $z$ valleys dominate, so $J$ changes roughly by the factor $[(v_y+v_z)/2]^2$. A nearest-neighbour step of the type $(\frac14,\frac14,\frac14)$ has $v_y=v_z=\cos(0.425\pi)=0.233$, a factor 0.054. The step $(0,\frac12,\frac12)$ has $v_y=v_z=\cos(0.85\pi)=-0.891$, a factor 0.79. The step $(\frac12,\frac12,0)$ has $v_y+v_z=0.109$, a factor 0.003.

**Magnitude.** At $(18,0,0)$, $\rho_y=9.774/2.436=4.01$, so $S\sim\frac23e^{-4.01}=0.012$ and $J\sim50.5\ {\rm meV}\times1.4\times10^{-4}\approx7\ \mu$eV.

## Exact solution within the model

### The phase of a displaced donor

If B lies on the same sublattice as A, translation gives $\phi_\mu(\mathbf r-\mathbf R)=e^{-i\mathbf k_\mu\cdot\mathbf R}\phi_\mu(\mathbf r)$, which is the assumed phase.

If B lies on the other sublattice, $\mathbf R$ is not a lattice vector. The crystal is then invariant under $Q_j$, a quarter turn about axis $j$ through A followed by the shift $\mathbf R$. Each $Q_j$ carries $\psi_A$ into an A1 state centred on B. The product $Q_i^{-1}Q_j$ leaves site A in place, and its rotation is a third of a turn about a cube diagonal, which belongs to the tetrahedral group. It therefore leaves $\psi_A$ unchanged, so $Q_x\psi_A=Q_y\psi_A=Q_z\psi_A$ is one state, $\psi_B$.

The quarter turn about $j$ preserves $\pm k_0\mathbf e_j$. Because the band is nondegenerate there, $Q_j\phi_\mu=\lambda e^{-i\mathbf k_\mu\cdot\mathbf R}\phi_\mu$, with $\lambda$ the character of the quarter turn. A mirror plane containing the axis turns the rotation into its inverse, so $\lambda=\lambda^{-1}=\pm1$. Cubic symmetry makes $\lambda$ the same for all valleys. Hence on either sublattice, up to an overall sign that cannot affect $J$,

$$\psi_B=\frac1{\sqrt6}\sum_\mu F_\mu(\mathbf r-\mathbf R)\,e^{-i\mathbf k_\mu\cdot\mathbf R}\phi_\mu(\mathbf r).$$

### The overlap

The product $\phi_\mu^*\phi_\nu$ contains waves of wavevector $\mathbf k_\nu-\mathbf k_\mu+\mathbf G$, with $\mathbf G$ a reciprocal lattice vector. Envelopes that vary slowly over a cell pick out zero wavevector, which requires $\mu=\nu$ and $\mathbf G=0$, with coefficient 1. The smoothed exchange density is

$$\rho_{AB}(\mathbf r)=\frac13\sum_jv_j\,F_j(\mathbf r)F_j(\mathbf r-\mathbf R),$$

since $e^{ik_0R_j}+e^{-ik_0R_j}=2v_j$ and $2/6=1/3$. Its integral is $S=\frac13\sum_jv_js_j$.

To find $s_j$, scale each coordinate by its radius. Both envelopes become spherical, at distance $\rho=\rho_j(\mathbf R)$. Let $r_A,r_B$ be the scaled distances to the donors, and set $\xi=(r_A+r_B)/\rho$, $\eta=(r_A-r_B)/\rho$. The volume element is $(\rho^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$, so

$$s_j=\frac{\rho^3}{4}\int_1^\infty\!d\xi\,e^{-\rho\xi}\int_{-1}^1\!d\eta\,(\xi^2-\eta^2)=\frac{\rho^3}{4}\int_1^\infty\!d\xi\,e^{-\rho\xi}\left(2\xi^2-\tfrac23\right).$$

With $\int_1^\infty\xi^2e^{-\rho\xi}d\xi=e^{-\rho}(1/\rho+2/\rho^2+2/\rho^3)$ and $\int_1^\infty e^{-\rho\xi}d\xi=e^{-\rho}/\rho$,

$$\boxed{S=\frac13\sum_js_j\cos(k_0R_j),\qquad s_j=e^{-\rho_j}\left(1+\rho_j+\tfrac13\rho_j^2\right)}$$

At 17 lattice constants along [100], $s_x=0.02987$ and $s_y=s_z=0.21649$, so $S=(2\times0.21649-0.9511\times0.02987)/3=0.1349$.

The dropped terms were computed with Bloch functions from a local pseudopotential for four donor positions, on both sublattices. They were below $5\times10^{-5}$ of the mean of the $s_j$. That calculation used envelopes expanded in Gaussians, which soften the cusp at the donor.

### The exchange

The singlet has the symmetric orbital part and the triplet the antisymmetric one, $\psi_A(1)\psi_B(2)\pm\psi_B(1)\psi_A(2)$. With $D=\langle AB|H|AB\rangle$ and $X=\langle AB|H|BA\rangle$, their energies are $E_\pm=(D\pm X)/(1\pm S^2)$. Therefore

$$J=E_--E_+=\frac{(D-X)(1+S^2)-(D+X)(1-S^2)}{1-S^4}=\frac{2(S^2D-X)}{1-S^4}.$$

Let $h$ be the one-electron Hamiltonian with both donors, and $V_A,V_B$ their attractive potentials. By assumption $h\psi_A=(E_0+V_B)\psi_A$ and $h\psi_B=(E_0+V_A)\psi_B$. Define the positive energies

$$U=W_0\langle A|\tfrac1{r_B}|A\rangle,\qquad u=W_0\langle A|\tfrac1{r_A}|B\rangle,$$

where $r_A,r_B$ are now real distances. Let $C$ be the repulsion between the densities $\psi_A^2$ and $\psi_B^2$, and $K$ that of $\rho_{AB}$ with itself. Then

$$D=2E_0-2U+C,\qquad X=2S(E_0S-u)+K.$$

The terms in $E_0$ cancel in $S^2D-X$. The repulsion of the two donor ions is the same constant in both states and also drops out. What remains is

$$\boxed{J=\frac{2\left[2Su-K-S^2(2U-C)\right]}{1-S^4}}$$

The algebra was checked for two electrons in one dimension, with wells $-1/\sqrt{(x\mp2)^2+1}$ in atomic units and a repulsion softened in the same way. The energies of the symmetric and antisymmetric product states, computed directly, differ by 0.01965241. The formula gives the same digits.

Inserting $\rho_{AB}$,

$$u=\frac13\sum_jv_ju_j,\qquad K=\frac19\sum_{ij}v_iv_jK_{ij}.$$

The smoothed density of one donor is $\frac13\sum_jF_j^2$, so $U$ and $C$ carry no valley phase. The rapidly varying parts of the densities are dropped in these Coulomb integrals too; their effect was computed only for the overlap. The numerator of $J$ is thus a quadratic form in the three cosines.

### Along [100]

The integrals $u_j$, $K_{ij}$, $U$ and $C$ were evaluated with the Gaussian expansion. For spherical envelopes 3, 4 and 5 radii apart it reproduces the closed hydrogen result for $J$ to $1.6\times10^{-4}$.

From 15 to 23 lattice constants (8.1 to 12.5 nm), $J$ falls at every site, from 1369 to 90 $\mu$eV. The oscillation shows in $J/J_0$, which moves between 0.78 and 1.00. The phase advances by $1.7\pi$ per site, equivalent to $-0.3\pi$, so the ripple has a period of $20/3$ sites.

Two causes keep it mild: four of the six valleys have no phase, and the two that do decay faster. The first is not enough by itself. If $a=b$, all $s_j$, all $u_j$ and all $K_{ij}$ are equal. Then, apart from the denominators $1-S^4$,

$$\frac{J}{J_0}=\left(\frac{v_x+v_y+v_z}{3}\right)^2,$$

which is 0.12 at 17 lattice constants. With the two radii of silicon it is 0.79.

### Along [110]

The sites are $(m/2,m/2,0)\,a_{\rm Si}$. Between $m=21$ and 31, $J/J_0$ runs from 0.09 to 0.97, and $J$ rises at five of the ten steps outward. For example, it is 266 $\mu$eV at 9.98 nm, 19 $\mu$eV at 10.37 nm and 138 $\mu$eV at 10.75 nm.

This strength belongs to the present range of distances. The $z$ valleys have no phase in this direction and decay slowest: $2s_x/s_z$ is 0.60 at 10 nm but 0.004 at 40 nm. Far out along [110] the oscillation dies away.

### Small steps off the axis

At $(18,0,0)$, $J=508\ \mu$eV. The nearest-neighbour steps $(\frac14,\frac14,\frac14)$ and $(-\frac14,\frac14,-\frac14)$ reduce it to 16 and 44 $\mu$eV. The distance changes by less than 0.14 nm, and in the second case it even shrinks. The step $(0,\frac12,\frac12)$ leaves 428 $\mu$eV. A fixed sideways step changes the cosines of the dominant valleys, so unlike the ripple along [100] its effect does not fade as the donors are moved apart.

The steps $(\pm\frac12,\frac12,0)$ give $J=-5$ and $-3\ \mu$eV. Here $S$ nearly vanishes. At $S=0$ the formula reduces to $J=-2K$, and $K>0$ because it is the electrostatic self-energy of a charge density. The negative sign should not be trusted as a prediction, because such small values are sensitive to what the model leaves out. Mixing in the states with both electrons in the same $\psi$ lowers the singlet by less than 0.5 $\mu$eV here, too little to reverse the sign. Other valley combinations on each donor and the rapidly varying parts of the densities remain untested.

## Comparison

For the two axes the table gives $J/J_0$; for the steps it gives $J$ relative to its value at $(18,0,0)$. The middle column uses the full $S$ but still assumes $J\propto S^2$.

| Case | Estimate | $S^2$ ratio | Full $J$ ratio |
|---|---|---|---|
| [100], 17 constants | 0.89 | 0.76 | 0.79 |
| [110], $m=27$ | 0.25 | 0.08 | 0.09 |
| $(\frac14,\frac14,\frac14)$ | 0.054 | 0.030 | 0.032 |
| $(-\frac14,\frac14,-\frac14)$ | 0.054 | 0.091 | 0.087 |
| $(0,\frac12,\frac12)$ | 0.79 | 0.85 | 0.84 |
| $(\frac12,\frac12,0)$ | 0.003 | 0.002 | $-0.010$ |

The estimate separates mild from strong cases correctly. Along the two axes it understates the oscillation, because the factor $1+\rho+\rho^2/3$ favours the valleys with larger $\rho$, and these carry the phase. For the nearest-neighbour steps it misses the $x$ valleys, whose cosine is $-0.997$ after the first step and $+0.853$ after the second. In the first five cases the rule $J\propto S^2$ comes within 12% of the full ratio, the worst being [110] with $m=27$. It fails where $S$ nearly cancels.

The magnitude is a different matter: 7 $\mu$eV was estimated and 508 $\mu$eV found. At $\rho=4.01$ the polynomial is 10.4, and it enters squared. With the full $S=0.123$, the scale $(W_0/a)S^2$ is 0.76 meV, which is the right order.

## Real donors

The numbers resemble phosphorus in silicon at separations of interest for spin qubits, but the absolute values of $J$ are soft. Phosphorus binds its electron by roughly 46 meV, not 29.6 meV, mainly because the potential near the ion is deeper than the screened Coulomb form. Shrinking both radii by $\sqrt{29.6/46}=0.80$ lowers $J$ at $(18,0,0)$ from 508 to 141 $\mu$eV. After the first nearest-neighbour step it is 5.6 $\mu$eV, so the strong sensitivity survives.

The deeper core also acts directly on the exchange. Model it as a contact potential that lowers the level by $\Delta=16.4$ meV. It adds $\Delta g$ to $u$, with $g=\psi_B(A)/\psi_A(A)=0.012$, and hence about $4S\Delta g=96\ \mu$eV to $J$ at the unshrunk radii.

The envelopes are also variational functions, not the exact eigenstates assumed in deriving $J$. Using their actual kinetic energy in $X$ raises $J$ from 508 to 565 $\mu$eV at $(18,0,0)$, and from 19 to 28 $\mu$eV at $m=27$ along [110]. Their shape matters too. The effective-mass ground state in a large Gaussian basis has almost the same energy, $-29.65$ meV, but its overlaps raise $S^2$ by 10% at $(18,0,0)$ and by 78% at $m=27$. At $m=27$ the ratio of $S^2$ to its value with all $v_j=1$ then becomes 0.15 instead of 0.08: the oscillation stays strong, but its depth where the valleys nearly cancel is uncertain.

Heitler-London theory has its own error: for two hydrogen atoms at the same $R/a=4.01$ it gives 0.88 of the splitting from a two-electron calculation in the aug-cc-pVTZ basis. The ratio is 0.875 with the larger aug-cc-pVQZ basis and 0.89 with cc-pVQZ, which lacks diffuse functions, so it is uncertain by about 0.01. The value of $k_0$ matters too, and not only where the valleys nearly cancel. Changing the factor 0.85 to 0.84 moves $J$ along [110] only from 266 to 252 $\mu$eV at $m=26$, but from 19 to 46 $\mu$eV at $m=27$. At $m=23$ the cosine of the $x$ and $y$ valleys is $+0.16$ with 0.85, so nothing cancels, but it is $-0.54$ with 0.84; the change multiplies $S^2$ by 0.30. For scale, $k_BT$ at 0.1 K is 8.6 $\mu$eV.

Strain or a nearby interface can break the equal valley weights. If just the $\pm z$ valleys are occupied, with phases still fixed by the donor sites, the same derivation gives $S=s_z\cos(k_0R_z)$. Displacements within the $xy$ plane then produce no valley oscillation, while those along $z$ still do. With all six valleys equally occupied, the mild variation of $J$ along a [100] line is assured only while both donors stay on that line. From $(18,0,0)$, the small steps off it computed here leave anything from 84% of $J$ to almost nothing, depending on their direction. The numerical output lists all the sites.

## Numbers as computed

```
inputs: a_Si 0.543 nm, eps_r 11.7, m_t 0.19 m_e, m_l 0.92 m_e, k0 0.85 (2pi/a_Si)
e^2/(4 pi eps) = 123.07 meV nm; k0 = 9.836 1/nm
envelope radii a = 2.436 nm, b = 1.397 nm; energy -29.61 meV
kinetic energy: formula 29.607, grid 29.603 meV
pseudopotential conduction minimum at 0.85 (2pi/a_Si)
largest deviation from common valley sign: 3.3e-14
dropped intervalley overlap / mean envelope overlap, largest: 0.0000
largest relative error of J against closed hydrogen form: 1.6e-04
grid model: J formula 0.01965241, two-particle 0.01965241 a.u.
[100] sites: n, R (nm), S, J (ueV), J/J0
   15   8.145   0.18996   1368.77   0.857
   16   8.688   0.15509    892.63   0.780
   17   9.231   0.13486    647.28   0.793
   18   9.774   0.12288    508.18   0.877
   19  10.317   0.11145    395.62   0.966
   20  10.860   0.09735    288.42   1.000
   21  11.403   0.08199    197.14   0.974
   22  11.946   0.06815    131.63   0.930
   23  12.489   0.05739     89.86   0.911
[110] sites (m/2,m/2,0): m, R (nm), S, J (ueV), J/J0
   21   8.063   0.16720    982.21   0.910
   22   8.447   0.04839     92.76   0.112
   23   8.831   0.08902    277.76   0.441
   24   9.215   0.08770    258.78   0.540
   25   9.599   0.03587     46.23   0.127
   26   9.983   0.09312    266.21   0.966
   27  10.367   0.02351     18.65   0.089
   28  10.751   0.06880    138.46   0.879
   29  11.135   0.03341     34.10   0.287
   30  11.519   0.03884     43.38   0.484
   31  11.903   0.04184     47.81   0.708
steps from (18,0,0), in a_Si: R (nm), S, J (ueV), J/J(target)
  (0, 0, 0)              9.774   0.12288   508.183   1.0000
  (0.25, 0.25, 0.25)     9.912   0.02131    16.225   0.0319
  (-0.25, 0.25, -0.25)   9.640   0.03706    44.054   0.0867
  (0, 0.5, 0.5)          9.782  -0.11336   427.580   0.8414
  (0.5, 0.5, 0)         10.049   0.00545    -5.180  -0.0102
  (-0.5, 0.5, 0)         9.506   0.01351    -3.061  -0.0060
J/J0 range: [100] 0.780 to 1.000; [110] 0.089 to 0.966
number of site-to-site rises of J along [110]: 5
[100] n=17: s_x = 0.02987, s_y = s_z = 0.21649, cos(k0 R) = -0.9511
[100] n=17, equal radii 2.024 nm: J/J0 = 0.1222, rule 0.1223
[110] 2 s_x/s_z at 10 nm 0.601, at 40 nm 3.8e-03
central-cell contact term at target (rough level 46 meV): 96.4 ueV
radii scaled by 0.802: J target 140.87 ueV, after first step 5.560 ueV
[110] m=26: J with k0 factor 0.84 = 252.03 ueV, with 0.85 = 266.21 ueV
hydrogen at R/a = 4.012: Heitler-London J / finite-basis two-electron J = 0.880
thermal energy at 0.1 K: 8.62 ueV
```
